# Greenwood's resistance of many interacting circular contact spots

**What the form must be**

Two conductors touch over $n$ equal circular spots of radius $a$, whose centres are separated by $s_{ij}$. Take both resistivities equal to $\rho$ for the moment. Steady conduction is linear and contains no length other than $a$ and the $s_{ij}$. Since $\rho$ is a resistance times a length,

$$R=\frac{\rho}{a}\,F\!\left(n,\frac{s_{ij}}{a}\right).$$

For one spot $F$ is a number. For $n$ spots infinitely far apart the currents add at equal voltage, so $R=\alpha\rho/(na)$. At large finite separation, a spot acts on another as a point source, with a potential proportional to $\rho I/s_{ij}$. If each spot carries $I/n$, each pair contributes $1/s_{ij}$ with the same weight, because equal spots may be relabelled. Averaging the voltage over the $n$ spots supplies a second factor $1/n$:

$$R=\rho\left[\frac{\alpha}{na}+\frac{\beta}{n^2}\sum_{i\ne j}\frac1{s_{ij}}\right].$$

The sum runs over ordered pairs, so each pair occurs twice. It remains to find $\alpha$ and $\beta$, and to learn when equal currents are a fair assumption.

**Setting, and reduction to one side**

The conductors are half-spaces of resistivities $\rho_1$ and $\rho_2$. Their common plane insulates except at the spots, which have no interface resistance. The terminals are remote. In each body $\mathbf j=-\nabla\phi/\rho$ and $\nabla\cdot\mathbf j=0$, hence $\nabla^2\phi=0$.

A current $I$ entering one half-space at a surface point spreads over hemispheres of area $2\pi r^2$. Integrating $-d\phi/dr=\rho I/(2\pi r^2)$ inward from infinity gives

$$\phi=\frac{\rho I}{2\pi r}.$$

The current is radial, so none crosses the insulating plane. A flux density $J$ spread over the spots therefore produces $\phi=(\rho/2\pi)U$, with $U(\mathbf r)=\int J(\mathbf r')\,d^2r'/|\mathbf r-\mathbf r'|$.

Suppose $J$ has been chosen so that $U$ has one value $U_0$ on all spots. Let current flow from body 2 to body 1, whose terminals are at $V_t$ and $0$. The spots are at $\rho_1U_0/2\pi$ seen from body 1 and at $V_t-\rho_2U_0/2\pi$ seen from body 2. These agree if $V_t=(\rho_1+\rho_2)U_0/2\pi$. Potential and normal current are then continuous at every spot, so this is the solution, and

$$R=\frac{\rho_1+\rho_2}{2\pi}K,\qquad K=\frac{U_0}{I}.$$

The geometry is contained in $K$, an inverse length. Below, $q=\rho I/2\pi$ is the strength of a spot on one side, $V$ the spot potential and $Q=\sum_i q_i$. Then a point source gives $q/r$, and $K=V/Q$.

**One spot**

Try the strength density

$$\sigma(r)=\frac{q}{2\pi a\sqrt{a^2-r^2}}.$$

It is normalized, since $\int_0^a2\pi r\,dr/\sqrt{a^2-r^2}=2\pi a$. To find its potential at a point $\mathbf P$ inside the spot, use polar coordinates centred on $\mathbf P$. The area element $l\,dl\,d\theta$ cancels the $1/l$ of the potential. Let $l$ run over negative as well as positive values, so that $0<\theta<\pi$ covers every complete chord once. With unit vector $\mathbf e$ along the chord and $b=\mathbf P\cdot\mathbf e$,

$$a^2-|\mathbf P+l\mathbf e|^2=a^2-P^2-2bl-l^2=L^2-(l+b)^2,$$

where $L^2=a^2-P^2+b^2$. The chord ends at $l+b=\pm L$, so each chord gives

$$\int\frac{dl}{\sqrt{L^2-(l+b)^2}}=\pi,$$

wherever $\mathbf P$ lies. The integral over $\theta$ supplies another $\pi$. The potential is constant, as required:

$$V=\frac{q}{2\pi a}\,\pi^2=\frac{\pi q}{2a},\qquad K=\frac{\pi}{2a},\qquad R=\frac{\rho_1+\rho_2}{4a}.$$

For equal resistivities $R=\rho/(2a)$, so $\alpha=1/2$. Summing the potentials of charged rings at $r=0.5a$, without using chords, gives $Va/q=1.570796$, which equals $\pi/2$ to the digits shown.

**Two spots: how good is a point source?**

An energy argument gives the corrections. For any density $\sigma$ on the spots define

$$W[\sigma]=\frac12\iint\frac{\sigma(\mathbf r)\sigma(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^2r\,d^2r'.$$

This is the electrostatic energy of $\sigma$ in Gaussian units, equal to $\int|\nabla u|^2d^3r/8\pi$ for the potential $u$ of $\sigma$, and so never negative. Let $\sigma_0$ be the true density, with potential $V$ on all spots, and let $\delta$ change it without changing $Q$. The cross term is $\int\delta\,V\,d^2r=V\int\delta\,d^2r=0$. Hence

$$W[\sigma_0+\delta]=\tfrac12QV+W[\delta]\ge\tfrac12QV.$$

Any trial density thus gives $K\le2W/Q^2$, and its error in $K$ is of second order in $\delta$.

First leave each spot with its isolated density. Let $\mathbf u$ and $\mathbf v$ be positions measured from the two centres, and $\mathbf w=\mathbf u-\mathbf v$. Then

$$\frac1{|\mathbf s+\mathbf w|}=\frac1s\left[1-\frac{2\mathbf s\cdot\mathbf w+w^2}{2s^2}+\frac{3(\mathbf s\cdot\mathbf w)^2}{2s^4}+\dots\right].$$

Averages odd in $\mathbf w$ vanish. In a plane $\langle(\mathbf s\cdot\mathbf w)^2\rangle=s^2\langle w^2\rangle/2$, so the second-order terms combine to $(-\tfrac12+\tfrac34)\langle w^2\rangle/s^2$. Moreover,

$$\langle u^2\rangle=\frac1a\int_0^a\frac{r^3dr}{\sqrt{a^2-r^2}}=\frac{2a^2}{3},\qquad\langle w^2\rangle=2\langle u^2\rangle=\frac{4a^2}{3}.$$

The mean mutual potential per unit strength is therefore

$$g(s)=\frac1s\left(1+\frac{a^2}{3s^2}+\dots\right).$$

Direct averaging at $s=20a$ gives $0.3343$ for $(gs-1)s^2/a^2$, against the limiting value $0.3333$.

Now let the current move within a spot. With $x$ pointing away from the neighbour, the neighbour's potential is $q/s-qx/s^2$ to first order in $x$. Add the density $kx/\sqrt{a^2-r^2}$, which carries no net current. The chord calculation gives its own potential: the mean of $l$ on a chord is $-b$, so

$$k\int_0^\pi\pi(x-b\cos\theta)\,d\theta=\frac{\pi^2}{2}kx,$$

because $b=x\cos\theta+y\sin\theta$. With $m=\int x^2d^2r/\sqrt{a^2-r^2}=2\pi a^3/3$, the energy changes by

$$\Delta W=-\frac{kqm}{s^2}+\frac{\pi^2}{4}k^2m.$$

The minimum is at $k=2q/(\pi^2s^2)$, where $\Delta W=-q^2m/(\pi^2s^4)=-2a^3q^2/(3\pi s^4)$. There are two spots, and with $Q=2q$ the relation $W=QV/2$ reads $V/q=W/q^2$. Thus

$$\frac Vq=\frac{\pi}{2a}+\frac1s+\frac{a^2}{3s^3}-\frac{4a^3}{3\pi s^4}+O\!\left(\frac{a^4}{s^5}\right).$$

The finite size of the spots raises the resistance; the sideways shift of current lowers it one order later. In what follows, a full solution means one in which the density in each spot is a general polynomial in $x,y$ of degree up to four, divided by $\sqrt{a^2-r^2}$, with coefficients fixed by the common voltage. Full solutions for $s=20a$ and $40a$, extrapolated linearly in $1/s$, give $-0.4233$ for the last coefficient; the formula gives $-0.4244$.

The interaction $1/s$ is thus the leading term. Relative to it, the first correction is $a^2/(3s^2)$.

**Many spots**

Keep the leading interaction. The potentials are

$$V_i=\sum_jM_{ij}q_j,\qquad M_{ii}=\frac{\pi}{2a},\qquad M_{ij}=\frac1{s_{ij}}\quad(i\ne j).$$

I call this the monopole model. All spots share one voltage, so $\mathbf q=VM^{-1}\mathbf 1$, where $\mathbf 1$ has all components equal to one. Summing the strengths gives $K=1/(\mathbf 1^TM^{-1}\mathbf 1)$.

Greenwood's result follows on setting $q_j=Q/n$. The potentials $V_i$ then differ slightly, and their mean is used. It equals $2W/Q$ for this trial distribution, so the energy principle justifies the choice:

$$K_G=\frac{1}{n^2}\sum_{i,j}M_{ij}=\frac{\pi}{2na}+\frac1{n^2}\sum_{i\ne j}\frac1{s_{ij}}.$$

Multiplication by $(\rho_1+\rho_2)/2\pi$ gives

$$\boxed{R_G=(\rho_1+\rho_2)\left[\frac1{4na}+\frac1{2\pi n^2}\sum_{i\ne j}\frac1{s_{ij}}\right]}$$

and, for equal resistivities,

$$R_G=\frac{\rho}{2na}+\frac{\rho}{\pi n^2}\sum_{i\ne j}\frac1{s_{ij}}.$$

So $\beta=1/\pi$. The first term is $n$ independent resistors in parallel. The second exists because current from one spot raises the potential beneath all the others.

To see the cost of equal currents, let $\mathbf q$ be the monopole solution and $\mathbf d=(Q/n)\mathbf 1-\mathbf q$. The components of $\mathbf d$ sum to zero and $M\mathbf q=V\mathbf 1$, so the cross term vanishes as before:

$$K_G-K=\frac{\mathbf d^TM\mathbf d}{Q^2}.$$

The matrix $M$ is positive definite. A uniformly charged spherical shell of radius $2a/\pi$ has self-potential $\pi/(2a)$ per unit charge, and two shells that do not overlap interact as $1/s$. Hence $\mathbf d^TM\mathbf d$ is twice the energy of a set of shells. They do not overlap, because distinct spots have $s\ge2a>4a/\pi$. Within the monopole model Greenwood's value is therefore an upper bound, with an error of second order in the current differences. It is equal to the monopole result when all row sums $t_i=\sum_{j\ne i}1/s_{ij}$ agree.

If the interaction is weak compared with $\pi/(2a)$, the equal-voltage condition to first order is $(\pi/2a)(q_i-Q/n)+(Q/n)(t_i-\bar t)=0$, where $\bar t$ is the mean row sum. Thus

$$\frac{q_i}{Q/n}\simeq1-\frac{2a}{\pi}(t_i-\bar t).$$

For well-separated spots the currents are thus nearly equal if the spread of the $t_i$ is small compared with $\pi/(2a)$. This is a demand on the whole cluster, and wide spacing of neighbours does not by itself ensure it. When the row sums themselves exceed $\pi/(2a)$, the first-order formula overstates the differences: for a $21\times21$ array of pitch $10a$ it gives 0.27 for the smallest $q_i/(Q/n)$, where the monopole model gives 0.66.

**A case with equal currents: the ring**

Put six spots on a circle of radius $8a$ and set $a=1$. Each has two neighbours at distance 8, two at $8\sqrt3$ and one at 16:

$$t=\frac28+\frac2{8\sqrt3}+\frac1{16}=0.4568,\qquad K_G=\frac{\pi/2+t}{6}=0.33794.$$

The full solution gives $0.33816$, which is higher. Greenwood's value is therefore not an upper bound on the full problem.

The pair corrections explain the sign. Finite size adds $\frac1{18}\sum_j s_{ij}^{-3}=0.00027$. The field of the other five spots is radial, of size $t/16=0.0286$ per unit strength, since each contributes $s^{-2}$ times the cosine $s/16$. Redistribution therefore subtracts $\frac{4}{3\pi}(0.0286)^2/6=0.00006$. The net $0.00021$ accounts for the difference within rounding.

**A case with unequal currents: the square array**

For a $5\times5$ array, again with $a=1$:

| Pitch | $K_G$ | Monopole | Full |
|---|---|---|---|
| 3 | 0.21409 | 0.20875 | 0.20999 |
| 10 | 0.10821 | 0.10769 | 0.10775 |
| 40 | 0.07418 | 0.07414 | 0.07414 |

Greenwood's value exceeds the full one by 1.95, 0.43 and 0.043 per cent of the latter. At pitch 10 the first two columns differ by 0.00052, slightly more than the excess of 0.00046 over the full solution. The excess therefore comes from assuming equal currents, and the error of the monopole model offsets a little of it. At pitch 3 the spots are no longer well separated, and the two kinds of error, which have opposite signs here, are both visible.

**The limit of a large cluster**

Fill a circle of radius $A$ uniformly with spots and let $n\to\infty$ at a fixed ratio of $a$ to pitch. The pair sum divided by $n^2$ becomes the mean of $1/s$ over two points in the circle.

Assemble a disc of unit charge density from rings. At the edge of a disc of radius $r$, the chord at angle $\theta$ to the diameter has length $2r\cos\theta$, so the edge potential is $\int_{-\pi/2}^{\pi/2}2r\cos\theta\,d\theta=4r$. The energy is

$$W=\int_0^A4r\,(2\pi r)\,dr=\frac{8\pi A^3}{3},\qquad\left\langle\frac1s\right\rangle=\frac{2W}{(\pi A^2)^2}=\frac{16}{3\pi A}.$$

Per side, the interaction term tends to $(\rho/2\pi)\,16/(3\pi A)=8\rho/(3\pi^2A)$. The independent term $\rho/(4na)$ is smaller by the factor $3\pi^2A/(32na)$. Since $A$ grows as $\sqrt n$ times the pitch, this factor falls as $1/\sqrt n$. Independent resistors then miss nearly all of the resistance.

If the currents are free, the cluster minimizes its energy as one equipotential disc of radius $A$, and the limit per side is $\rho/(4A)$. Equal currents overestimate this by the factor $32/(3\pi^2)=1.081$.

A lattice of 1257 spots, with $A$ defined by $\pi A^2=n\times(\text{pitch})^2$, gives $RA/\rho=0.2703$ per side for equal currents, where the limit is $0.2702$. For free currents it gives $0.2520$, where the limit is $0.25$. Both values belong to the monopole model with $a$ equal to 0.4 of the pitch. Such spots are not well separated. The radius was chosen so that the independent term, about 4 per cent of the total here, nearly cancels the error made in replacing the pair sum by an integral. The close agreement for equal currents is due to this choice; it tests the value of the limit, not how fast the limit is approached.

**Numbers: metal on heavily doped silicon**

A thick metal electrode touches an n-type silicon wafer through a $5\times5$ array of openings in an insulating film. The radius is $a=5$ µm and the pitch 50 µm. The resistivities are $3\times10^{-3}$ Ω cm for silicon and $3\times10^{-6}$ Ω cm for the metal, both rough typical values; their sum is $3.003\times10^{-3}$ Ω cm. Independent spots would give

$$\frac{3.003\times10^{-3}}{4\times25\times5\times10^{-4}}\ \Omega=60.1\ \text{m}\Omega.$$

The pair sum divided by $n^2$ is 90.75 cm$^{-1}$, so the interaction adds

$$\frac{3.003\times10^{-3}}{2\pi}\times90.75\ \Omega=43.4\ \text{m}\Omega.$$

The total is $R_G=103.4$ mΩ, or 0.103 Ω, of which the interaction makes up 42 per cent, although the centres of neighbours are ten radii apart. The full solution gives 103.0 mΩ. Relative to the mean, a corner spot carries 1.14 and the central spot 0.855. The error in $R_G$ stays below half a per cent because it is of second order in these differences.

**What a real contact adds**

Of the neglected effects estimated here, the largest are interface resistance and wafer thickness. The specific contact resistance $\rho_c$ varies greatly with doping and processing. Take $10^{-7}$ Ω cm², which for a common barrier height of about 0.6 eV calls for a thin layer doped to the order of $10^{20}$ cm$^{-3}$ under the openings. The added resistance can then be bracketed. The true current minimizes the total dissipation. That minimum is at least the sum of the separate minima, so the interface adds at least $\rho_c/(n\pi a^2)=5.1$ mΩ to the spreading resistance. A trial current uniform within each spot replaces $\rho/(4a)$ by $8\rho/(3\pi^2a)$ and gives an upper estimate of about 9.9 mΩ above $R_G$. With the spreading resistance of 103.0 mΩ, the total lies between 108.1 and about 113.4 mΩ, that is 4.5 to 10 per cent above $R_G$. For smaller openings the interface matters more, since $\rho_c/(\pi a^2)$ grows faster than $\rho/(4a)$.

A grounded back at depth $H=500$ µm acts through images at depths $\pm2mH$ with signs $(-1)^m$. For equal currents they change $K$ by

$$\frac1{n^2}\sum_{i,j}\sum_{m\ge1}\frac{2(-1)^m}{\sqrt{s_{ij}^2+4m^2H^2}},$$

where $i=j$ is included with $s_{ii}=0$. This lowers the resistance by 6.5 mΩ, or 6.3 per cent. The two effects partly cancel here, by the choice of dimensions. With the heavily doped layer, a prediction should be read as about 0.10 Ω. Without it, at the wafer's own doping of about $2\times10^{19}$ cm$^{-3}$, $\rho_c$ is much larger. A tunnelling estimate for the same 0.6 eV barrier gives from about $5\times10^{-6}$ to $10^{-4}$ Ω cm², depending on the effective mass and on image-force lowering; a value near $10^{-6}$ Ω cm² needs a barrier of about 0.5 eV. The interface adds at least 51 mΩ at $10^{-6}$ Ω cm² and about 510 mΩ at $10^{-5}$ Ω cm², and $R_G$ alone does not predict the resistance of the contact. A thin metal film in place of the thick electrode would add its own lateral resistance.

The other effects estimated here are small. The mean free path estimated from the mobility is about 3 nm, less than a thousandth of $a$, so transport through the spots is diffusive. At 0.1 A the mean field in the spots is 15 V/cm, far below the fields of roughly $10^3$ V/cm and more at which the mobility of silicon drops noticeably. The cubic symmetry of silicon makes its low-field conductivity isotropic despite the anisotropic valleys.

For the Joule heating, let the whole voltage $V$ fall in the silicon and let no heat enter the metal. With thermal conductivity $\kappa$, the temperature rise

$$T=\frac{V\phi-\phi^2/2}{\kappa\rho}$$

satisfies $\kappa\nabla^2T=-|\nabla\phi|^2/\rho$, because $\nabla^2\phi=0$. Its normal derivative contains the factor $V-\phi$, which vanishes at the spots. There $T=V^2/(2\kappa\rho)$. With $V=10.3$ mV and a rough $\kappa=100$ W/(m K) this is 0.018 K.

The Peltier effect at the junction matters more. It releases or absorbs heat $\Pi I$, depending on the direction of the current. If this heat too passes only through the silicon, it changes the spot temperature by $\Pi V/(\kappa\rho)$. A Seebeck coefficient of roughly 0.3 mV/K gives $\Pi\approx0.09$ V at 300 K, and a change of about 0.3 K. The resulting thermoelectric voltage is about 1 per cent of $V$. Constant resistivity remains a sound assumption at this current. The numerical output below lists the other values used.

## Numbers as computed

```
TESTS (lengths in spot radii)
single spot V/q by rings, r=0.5: 1.570796; pi/2 = 1.570796
finite-size coefficient: 0.3343 (formula 0.3333)
redistribution coefficient: -0.4233 (formula -0.4244)
pair at s=3, change with finer basis: 1.9e-07
ring of 6, radius 8: Greenwood 0.33794, full 0.33816
5x5, pitch 3: V/Q Greenwood 0.21409, monopole 0.20875, full 0.20999
   Greenwood minus full: 1.952 %
5x5, pitch 10: V/Q Greenwood 0.10821, monopole 0.10769, full 0.10775
   Greenwood minus full: 0.430 %
5x5, pitch 40: V/Q Greenwood 0.07418, monopole 0.07414, full 0.07414
   Greenwood minus full: 0.043 %
cluster of 1257 spots, R*A/rho per side:
   equal currents 0.2703 (limit 0.2702)
   free currents  0.2520 (limit 0.25)
   ratio of limits 32/(3 pi^2) = 1.0808
EXAMPLE: metal on n+ silicon, inputs
spots: 25; radius 5.0 um; pitch 50.0 um
resistivity: silicon 3.0e-03, metal 3.0e-06 ohm cm
EXAMPLE: results
sum of 1/s over ordered pairs: 56721.2 1/cm
that sum divided by n^2: 90.754 1/cm
one spot alone: 1.5015 ohm
independent spots: 60.060 mohm
interaction term: 43.375 mohm
Greenwood total: 103.435 mohm = 0.10344 ohm
interaction share of total: 41.93 %
monopole matrix: 102.941 mohm
full solution: 102.992 mohm
Greenwood minus full: 0.430 %
current/mean: corner 1.1438, edge middle 1.0146, centre 0.8550
EXAMPLE: neglected effects
specific contact resistance used: 1.0e-07 ohm cm2
   adds at least 5.093 mohm (4.92 %)
   adds at most about 9.939 mohm (9.61 %)
wafer 500 um, grounded back: -6.535 mohm (-6.32 %)
electron density 2.0e+19 cm-3, mobility 104.0 cm2/Vs
mass 0.26 m_e, temperature 300 K
mean free path 3.25 nm; over radius 6.49e-04
current 0.10 A, voltage 10.344 mV
thermal conductivity used: 100 W/(m K)
temperature rise at spots: 0.0178 K
mean field in spots: 15.28 V/cm
```
